\section*{Saddle-Point Barrier and Pinch-Off of a Small Schottky Patch}

\section{First derivation: the lowest path through the potential}

\subsection{What fails when a patch is treated as its own diode}

Suppose that a metal contact on an n-type semiconductor has a barrier of 0.80 eV everywhere except on a small disc, where the barrier is lower by 0.30 eV. If the disc is treated as an independent diode, its current density at 300 K exceeds that of its surroundings by the Boltzmann factor $e^{0.30/0.02585}\approx1.1\times10^{5}$. For a disc of radius 10 nm on silicon with $10^{16}$ donors per cm$^3$, the electrostatics worked out below allows a Boltzmann factor of only about 72 at the top of the barrier that the electron must cross. The independent-diode estimate of the current is then too large by about three orders of magnitude.

The error lies in looking at the interface alone. An electron that crosses the interface at the disc must still travel through the semiconductor. A short distance in, the potential is governed by the surrounding high-barrier contact, which lifts the band edge above its value at the disc. The electron meets a second barrier inside the semiconductor, and this barrier controls the current. The patch is then said to be pinched off.

A point-dipole description of the patch gives a simple law for this inner barrier, due to Tung. Used for too large a patch, that law fails in its turn: it predicts a barrier below the barrier of the patch itself. What is needed is a formula that covers both the pinched-off patch and the point at which pinch-off ends.

\subsection{The uniform junction}

Let $z$ be the depth below the metal and $U$ the energy of the conduction-band edge for an electron, measured from its value deep in the semiconductor. The donors have uniform density $N$ and are fully ionized, and the permittivity is $\varepsilon$. The uniform contact has barrier $\Phi_0$, measured from the Fermi level of the metal. If the bulk band edge lies $V_n$ above the bulk Fermi level, and a forward bias raises that Fermi level by the energy $V_a$ relative to the metal, then
\begin{equation}
\Phi_0=V_b+V_n+V_a ,
\end{equation}
where $V_b=U(z=0)$ is the band bending. Reverse bias means $V_a<0$ and a larger $V_b$. All of $U$, $V_b$, $V_n$ and $V_a$ are energies.

The electrostatic potential $\varphi$ obeys $\nabla^2\varphi=-e(N-n)/\varepsilon$, with $n$ the electron density. Since $U=-e\varphi$ up to a constant,
\begin{equation}
\nabla^2U=s\left(1-\frac nN\right),\qquad s=\frac{e^2N}{\varepsilon}.
\end{equation}
The constant $s$ is an energy divided by a length squared. Electrons in equilibrium with the bulk, and dilute enough for Boltzmann statistics, have $n=Ne^{-U/kT}$. For the uniform contact this gives $U''=s(1-e^{-U/kT})$. Multiplication by $U'$ turns both sides into derivatives, and integration gives
\begin{equation}
\tfrac12U'^2=s\left(U+kT\,e^{-U/kT}\right)+C .
\end{equation}
In the bulk $U=U'=0$, so $C=-s\,kT$. At the interface $U=V_b\gg kT$, and the exponential can be dropped. The downward slope there is
\begin{equation}
F=-U'(0)=\sqrt{2s(V_b-kT)} .
\label{eq:F}
\end{equation}
Here $F$ is an energy per length; the electric field is $F/e$. The term $-kT$ comes from the electrons that enter the edge of the depletion region.

Where $U\gg kT$ the electron density is negligible and $U''=s$. The two interface values then fix
\begin{equation}
U_0(z)=V_b-Fz+\tfrac12sz^2=V_b-Fz\left(1-\frac z{2W}\right),\qquad W=\frac Fs .
\label{eq:U0}
\end{equation}
The length $W$, at which the slope of this parabola vanishes, is the depletion width.

\subsection{The potential added by the patch}

On a disc of radius $R$ the barrier is now lowered by $\Delta$, with a sharp edge. Write $U=U_0+v$. As long as the semiconductor around the patch remains depleted, the charge density there is still $eN$. The term $s$ is already accounted for by $U_0$, so
\begin{equation}
\nabla^2v=0,\qquad v(z=0)=\begin{cases}-\Delta,&\rho<R,\\0,&\rho>R,\end{cases}
\end{equation}
with $\rho$ the distance from the axis of the disc. We let $v$ vanish at infinity. In reality it is screened near $z=W$, and this matters little if $v$ is already much smaller than $kT$ at that depth. We also take $V_b-\Delta\gg kT$, so that the patch itself is depleted.

The solution follows from Green's theorem. Let $\mathbf r'=(\boldsymbol\rho',z')$ be the integration point, and let
\begin{equation}
G=\frac1{4\pi}\left[\frac1{\sqrt{d^2+(z-z')^2}}-\frac1{\sqrt{d^2+(z+z')^2}}\right],\quad d=|\boldsymbol\rho-\boldsymbol\rho'| .
\end{equation}
In the half-space, $-\nabla'^2G=\delta(\mathbf r-\mathbf r')$, and $G=0$ at $z'=0$. Therefore
\begin{equation}
v(\mathbf r)=\int\!\left(G\nabla'^2v-v\nabla'^2G\right)d^3r'
=\int v\,\frac{\partial G}{\partial z'}\Big|_{z'=0}d^2\rho' .
\end{equation}
The sign in the last form arises because the outward normal points along $-z'$. At $z'=0$ the two terms of $\partial G/\partial z'$ are equal and add up to
\begin{equation}
K(d,z)=\frac{z}{2\pi(d^2+z^2)^{3/2}} .
\end{equation}
Hence $v=-\Delta\,w$, where $w$ is the integral of $K$ over the disc. On the axis $d=\rho'$, and
\begin{equation}
w(0,z)=\int_0^R\frac{z\rho'\,d\rho'}{(\rho'^2+z^2)^{3/2}}
=z\left[\frac1z-\frac1{\sqrt{z^2+R^2}}\right]
=1-\frac z{\sqrt{z^2+R^2}} .
\label{eq:waxis}
\end{equation}
This is 1 at the patch. For $z\gg R$ it becomes $R^2/2z^2$, the axial potential of a dipole.

\subsection{Why the axis decides the barrier}

The barrier of the contact is the lowest energy at which some path connects metal and bulk. To find it we need to know where $U$ is lowest in each plane of constant depth. Since $U_0$ depends on $z$ alone, that is where $w$ is largest.

Place the observation point at $(x,0,z)$ with $x>0$. The kernel depends on $x-x'$, so its derivative with respect to $x$ is minus that with respect to $x'$. The $x'$ integral over the disc, whose edges are at $\pm X$ with $X=\sqrt{R^2-y'^2}$, can then be done:
\begin{equation}
\frac{\partial w}{\partial x}=-\int_{-R}^{R}dy'\,\Big[K\big|_{x'=X}-K\big|_{x'=-X}\Big] .
\end{equation}
The edge at $+X$ is nearer to the observation point than the edge at $-X$, and $K$ decreases with distance. The bracket is positive, and $w$ falls as the point moves off the axis. In the plane $z=0$ itself the lowest value, $V_b-\Delta$, is likewise found on the axis.

Every path from the metal to the bulk crosses each plane. In each plane it has an energy at least equal to the axial value, so it must reach at least the maximum of $U(0,z)$. The path along the axis reaches no more than that. Therefore the lowest barrier of the contact is the maximum of $U$ along the axis, including the end point $z=0$.

\subsection{The maximum and the pinch-off condition}

Energies are now counted from the uniform barrier. For depths $z\ll W$ the quadratic term in Eq.~\eqref{eq:U0} is small compared with $Fz$, and the axial barrier profile is
\begin{equation}
E(z)=-Fz-\Delta\left(1-\frac z{\sqrt{z^2+R^2}}\right) .
\label{eq:E}
\end{equation}
Its slope is
\begin{equation}
E'(z)=-F+\frac{\Delta R^2}{(z^2+R^2)^{3/2}} ,
\end{equation}
because $\frac{d}{dz}\,z(z^2+R^2)^{-1/2}=R^2(z^2+R^2)^{-3/2}$. This slope falls steadily from $\Delta/R-F$ at the interface towards $-F$. The outcome depends on one number,
\begin{equation}
p=\frac{\Delta}{FR} .
\end{equation}

If $p\le1$, the slope is nowhere positive. The highest point is the patch surface, and the barrier is $\Phi_0-\Delta$. The path is open.

If $p>1$, the energy first rises into the semiconductor. The slope vanishes once, where $(z^2+R^2)^{3/2}=\Delta R^2/F=pR^3$. This gives
\begin{equation}
z_s=R\sqrt{p^{2/3}-1} .
\label{eq:zs}
\end{equation}
At this depth $\sqrt{z_s^2+R^2}=Rp^{1/3}$, and $F=\Delta/(pR)$. Substitution in Eq.~\eqref{eq:E} gives
\begin{align}
E(z_s)&=-\Delta+z_s\left(\frac{\Delta}{Rp^{1/3}}-\frac{\Delta}{pR}\right)
=-\Delta+\frac{\Delta z_s}{pR}\left(p^{2/3}-1\right)\nonumber\\
&=-\Delta+\frac{\Delta}{p}\left(p^{2/3}-1\right)^{3/2} .
\end{align}
Writing $1/p=(p^{-2/3})^{3/2}$ brings the last factor into the form
\begin{equation}
\boxed{\;\Phi_s=\Phi_0-\Delta\left[1-\left(1-p^{-2/3}\right)^{3/2}\right],\qquad p>1\;}
\label{eq:main}
\end{equation}

Pinch-off is thus a contest between two slopes. The step in the barrier tries to raise the band by $\Delta$ over a distance of order $R$; the depletion field lowers it at the rate $F$. The patch is pinched off if
\begin{equation}
R<R_c=\frac\Delta F .
\end{equation}
At fixed $R$, the condition $F=\Delta/R$ and Eq.~\eqref{eq:F} give the band bending at which the path opens,
\begin{equation}
V_{\rm open}=kT+\frac{\Delta^2}{2sR^2} .
\label{eq:open}
\end{equation}
Reverse bias increases $F$ and can open a pinched patch. Forward bias weakens $F$ and strengthens the pinch-off. Heavier doping, at given $V_b$, also increases $F$ and favours an open path.

The barrier is continuous at the threshold. For $p$ slightly above 1, $1-p^{-2/3}\approx\frac23(p-1)$, and the saddle stands above the patch by $\Delta[\frac23(p-1)]^{3/2}$. Pinch-off therefore sets in gently.

\subsection{Tung's law as the limit of a small patch}

Let $u=p^{-2/3}$. For $p\gg1$, $(1-u)^{3/2}=1-\frac32u+\frac38u^2+\dots$, and the lowering is
\begin{equation}
\Phi_0-\Phi_s=\Delta\left(\tfrac32u-\tfrac38u^2+\dots\right) .
\end{equation}
The first term is $\frac32\Delta(FR/\Delta)^{2/3}=\frac32(\Delta R^2F^2)^{1/3}$. With $F^2=2s(V_b-kT)$ and $\frac32\,2^{1/3}=3\,(1/4)^{1/3}$,
\begin{equation}
\Phi_0-\Phi_s\simeq3\left[\frac{\Delta R^2s(V_b-kT)}4\right]^{1/3} .
\label{eq:tung}
\end{equation}
This is Tung's saddle-point law, with the correction $-kT$ to the band bending. The patch enters through $\Delta R^2$ alone, its dipole strength. The ratio of this lowering to that of the disc is $1/(1-u/4+\dots)=1+u/4+\dots$, so the law overestimates the lowering. It even exceeds $\Delta$ when $\frac32u>1$, that is, for $p<1.5^{3/2}\approx1.84$. In the range $1<p<1.84$ the patch is pinched off, but the dipole law gives a barrier lower than that of an open patch.

\subsection{Finite depletion width}

The neglected term $\frac12sz^2$ changes a maximum, to first order, by its value at the unperturbed maximum. The saddle rises by $\frac12sz_s^2$. The threshold shifts too. The patch is pinched off if some point on the axis lies above $V_b-\Delta$, which requires
\begin{equation}
\Delta>F\sqrt{z^2+R^2}\left(1-\frac z{2W}\right)
\end{equation}
for some $z$ between 0 and $W$, where the parabola holds. For $R\ll W$ and $z\ll R$ the right side is $FR(1+z^2/2R^2-z/2W)$ to leading order. Its minimum is at $z=R^2/2W$, and the threshold becomes
\begin{equation}
\Delta=FR\left(1-\frac{R^2}{8W^2}\right) .
\label{eq:thW}
\end{equation}

\section{Second derivation: balance of slopes and growth of the field}

\subsection{What is carried over}

The second road starts from the same model. The band edge $U$ has the value $V_b$ at the uniform contact, where its downward slope is $F=\sqrt{2s(V_b-kT)}$, with $s=e^2N/\varepsilon$; the depletion width is $W=F/s$. A disc of radius $R$ has its barrier lowered from $\Phi_0$ to $\Phi_0-\Delta$, and $p=\Delta/(FR)$. The first half found a saddle at $z_s=R\sqrt{p^{2/3}-1}$ for $p>1$, with the height of Eq.~\eqref{eq:main}, and an open path for $p\le1$. It used the potential and a comparison of all paths. Here the slope on the axis is found from lateral waves, and the barrier height from the way it responds to $F$; the potential is not evaluated at the saddle.

\subsection{The slope from lateral waves}

Any potential on the plane $z=0$ can be built from waves $e^{i\mathbf k\cdot\boldsymbol\rho}$. Laplace's equation requires the wave to vary with depth as $e^{\pm kz}$, and the solution that stays finite is $e^{-kz}$. Fine detail of the interface therefore dies out within a short depth. For the disc, with $v=-\Delta w$,
\begin{equation}
w(0,z)=\int_{\rho'<R}\!d^2\rho'\int\frac{d^2k}{(2\pi)^2}\,e^{-kz-i\mathbf k\cdot\boldsymbol\rho'} .
\end{equation}
The factor $e^{-kz}$ makes the integrals converge for $z>0$ and permits this order. Write $d^2k=k\,dk\,d\phi$ and $k\,e^{-kz}=-\partial_ze^{-kz}$. The inner integral is then $-\frac1{2\pi}\partial_zM$, where
\begin{equation}
M=\frac1{2\pi}\int_0^{2\pi}\!d\phi\int_0^\infty\!dk\,e^{-kz-ik\rho'\cos\phi}
=\frac1{2\pi}\int_0^{2\pi}\frac{z\,d\phi}{z^2+\rho'^2\cos^2\phi} .
\end{equation}
The imaginary part has dropped out because it changes sign under $\phi\to\pi-\phi$. The four quadrants contribute equally, and with $t=\tan\phi$,
\begin{equation}
M=\frac2\pi\int_0^\infty\frac{z\,dt}{z^2+\rho'^2+z^2t^2}=\frac1{\sqrt{z^2+\rho'^2}} .
\end{equation}
Integration over the disc, with $d^2\rho'=2\pi\rho'd\rho'$, gives
\begin{equation}
w(0,z)=-\frac{\partial}{\partial z}\int_0^R\frac{\rho'd\rho'}{\sqrt{z^2+\rho'^2}}
=-\frac{\partial}{\partial z}\left(\sqrt{z^2+R^2}-z\right) .
\end{equation}
One more derivative supplies the slope due to the patch:
\begin{equation}
\frac{\partial v}{\partial z}=\Delta\frac{\partial^2}{\partial z^2}\sqrt{z^2+R^2}
=\frac{\Delta R^2}{(z^2+R^2)^{3/2}} .
\end{equation}
It is upward and largest at the patch, where it equals $F_c=\Delta/R$. For $z\ll W$ it is opposed by the downward slope $F$. The two balance at
\begin{equation}
z_s(F)=R\sqrt{(F_c/F)^{2/3}-1},\qquad F<F_c .
\end{equation}
For $F\ge F_c$ no balance exists at $z>0$, and the band edge falls from the patch inwards.

\subsection{The height from its response to the field}

Let $E_s(F)$ be the height of the balance point relative to $\Phi_0$, with $\Phi_0$, $\Delta$ and $R$ held fixed. The profile depends on $F$ explicitly through the term $-Fz$. By the chain rule,
\begin{equation}
\frac{dE_s}{dF}=\frac{\partial E}{\partial F}\Big|_{z_s}+\frac{\partial E}{\partial z}\Big|_{z_s}\frac{dz_s}{dF}=-z_s .
\label{eq:env}
\end{equation}
The second term vanishes because the slopes balance at $z_s$. As $F$ rises to $F_c$, the balance point moves to the surface, where the height is $-\Delta$. This known value starts the integration:
\begin{equation}
E_s(F)=-\Delta+\int_F^{F_c}z_s(F')\,dF' .
\end{equation}
Put $q=(F'/F_c)^{2/3}$, so that $F'=F_cq^{3/2}$, $dF'=\frac32F_cq^{1/2}dq$ and $z_s=R\,q^{-1/2}\sqrt{1-q}$. The powers of $q$ cancel. Since $RF_c=\Delta$, and the lower limit is $(F/F_c)^{2/3}=p^{-2/3}$,
\begin{equation}
E_s=-\Delta+\tfrac32\Delta\int_{p^{-2/3}}^1\sqrt{1-q}\,dq=-\Delta+\Delta\left(1-p^{-2/3}\right)^{3/2} .
\end{equation}
This is Eq.~\eqref{eq:main}. The exponent $3/2$ at threshold now has a simple origin: the saddle leaves the surface as the square root of $F_c-F$, and the height is the integral of that depth.

\subsection{The shape of the saddle}

The balance point is a maximum along $z$. Its lateral character follows from $\nabla^2U=s$. By symmetry the two lateral curvatures are equal; call each $\kappa$. Then
\begin{equation}
U_{zz}=s-\frac{3\Delta R^2z}{(z^2+R^2)^{5/2}},\qquad
\kappa=\frac{s-U_{zz}}2=\frac{3\Delta R^2z}{2(z^2+R^2)^{5/2}} .
\end{equation}
Since $\kappa>0$, the energy rises sideways, and the point is a saddle whenever $U_{zz}<0$.

\subsection{What each derivation assumes}

Both derivations take the donor charge as continuous, the patch edge as sharp, the surroundings as depleted and $z_s,R\ll W$. They differ in what they add to this.

The first needs the potential off the axis, at least to the extent that it rises with $\rho$. This rests on the circular shape of the patch and on a kernel that falls with distance. In return it proves that no other path is lower. It requires no knowledge of other values of $F$.

The second needs the slope on the axis only, but for all fields between $F$ and $F_c$, and one field at which the height is known. By itself it finds a local saddle. It cannot exclude a lower pass elsewhere. In return it gives the bias dependence directly. From $F^2=2s(V_b-kT)$ one has $dF/dV_b=s/F=1/W$, and Eq.~\eqref{eq:env} becomes
\begin{equation}
\frac{d\Phi_s}{dV_b}=-\frac{z_s}W .
\end{equation}
Forward bias, which reduces $V_b$, raises the saddle by the fraction $z_s/W$ of the applied energy. This makes the current through a pinched-off patch respond to forward bias more weakly than that of an ideal diode. The fraction $z_s/W$ describes the barrier only: the effective area of the saddle also changes with bias, and for a small, strongly pinched patch it grows under forward bias and offsets part of the effect.

\subsection{A patch on silicon}

Take n-type silicon at 300 K, $kT=25.85$ meV, with $N=10^{16}$ cm$^{-3}$, relative permittivity 11.7 and electron masses $m_t=0.19$ and $m_l=0.92$ in units of the free mass; these material values are rough. The barriers are the round values $\Phi_0=0.80$ eV and $\Delta=0.30$ eV, and $R=10$ nm.

The six valleys and two spins give a band density of states $N_c=12\,(m_dkT/2\pi\hbar^2)^{3/2}=2.74\times10^{19}$ cm$^{-3}$, with $m_d=(m_t^2m_l)^{1/3}$. Then $V_n=kT\ln(N_c/N)=0.205$ eV, and at zero bias $V_b=0.595$ eV. With $s=1.547\times10^{-5}$ eV/nm$^2$,
\begin{equation}
F=\sqrt{2s(0.5953-0.0259)\ {\rm eV}}=4.20\times10^{-3}\ {\rm eV/nm},
\end{equation}
a field of 42 kV/cm, and $W=271$ nm. The pinch-off number is $p=0.30/(0.00420\times10)=7.15$, with $p^{-2/3}=0.2695$. Hence
\begin{align}
z_s&=10\sqrt{1/0.2695-1}\ {\rm nm}=16.5\ {\rm nm},\\
\Phi_0-\Phi_s&=0.30\left[1-(0.7305)^{3/2}\right]{\rm eV}=112.7\ {\rm meV} .
\end{align}
The finite width raises the saddle by $\frac12sz_s^2=2.1$ meV and leaves a lowering of 110.6 meV. Tung's law, Eq.~\eqref{eq:tung}, gives 121.3 meV, which is 8\% above the disc value of 112.7 meV.

The full equation $\nabla^2U=s(1-e^{-U/kT})$ was also solved numerically in cylindrical symmetry, by Newton iteration on a grid with 0.5 nm spacing near the patch. This assumes neither superposition nor a fixed depletion edge. It gives a lowering of 110.56 meV on this grid; the grid-converged value is 110.5 meV, the same as the maximum of the axial profile with the full parabola. The barrier is thus 0.69 eV, neither the 0.80 eV of the surroundings nor the 0.50 eV of the patch. The Boltzmann factor is 72 times that of the uniform contact and $6.6\times10^{-4}$ times that of an open patch.

At zero bias the critical radius is $R_c=\Delta/F=71.5$ nm. The parabolic term alone, Eq.~\eqref{eq:thW}, changes the threshold value of $\Delta$ there by $-0.9\%$; screening of the patch potential at the depletion edge is not included in this figure. In the numerical solution a patch of radius $0.85R_c$ has an inner maximum 14.6 meV above the patch (grid-converged value); at $1.15R_c$ there is none. For the smaller radius Eq.~\eqref{eq:main} alone gives 9.9 meV, and $\frac12sz_s^2$ adds 3.3 meV. The remaining 1.5 meV lies beyond this first-order estimate: the shift of the maximum in the full parabola accounts for about 1.0 meV, and the screening of the patch potential at the depletion edge for about 0.5 meV.

A patch with $R=50$ nm has $p=1.43$ at zero bias and is pinched off. Equation~\eqref{eq:open} gives $V_{\rm open}=1.19$ eV, reached at a reverse bias of 0.59 V. The numerical solution has an inner maximum of 11.1 meV at 0.75 of this bending and none at 1.30 of it. The 10 nm patch would need 28.5 V and a field of 300 kV/cm. The avalanche breakdown field of silicon at this doping is roughly 400 kV/cm, and the band bending grows as the square of the field, so this patch stays formally pinched off over roughly half of the usable range. Without image force, however, its inner barrier has already fallen to about $kT$ above the patch at a reverse bias of 15 V.

\subsection{What the model leaves out}

\emph{Image force.} An electron at depth $z$ is attracted to the metal with energy $-a/z$, $a=e^2/16\pi\varepsilon$. At the uniform contact, $-Fz-a/z$ is largest at $z=\sqrt{a/F}$, which lowers the barrier by $2\sqrt{aF}=22.7$ meV. The saddle lies deeper and drops by only 1.8 meV, found by maximizing the full axial profile. The difference between the two barriers shrinks to $110.5+1.8-22.7\approx90$ meV, and the gain from 72 to $e^{90/25.85}\approx32$. Near threshold the saddle approaches the surface, $a/z_s$ is no longer small, and the sharp condition $p=1$ loses its precision.

\emph{Random donors.} A cube of side $z_s$ contains on average fewer than 0.05 donors, so the charge near the saddle is not continuous. A donor and its image shift the energy at depth $z$ by an amount of size $g=(e^2/4\pi\varepsilon)(1/r-1/r')$, where $r$ and $r'$ are the distances to donor and image. For independent donors the variance is $N\int g^2d^3r$. For donors at depth $z'$, let $A=|z-z'|$ and $B=z+z'$. The lateral integral of $(1/r-1/r')^2$ is $2\pi\ln[(A+B)^2/4AB]$. With $\tau=z'/z$ this is $-2\pi\ln(1-\tau^2)$ for $\tau<1$ and $-2\pi\ln(1-\tau^{-2})$ for $\tau>1$. The integrals over $\tau$ are $2\pi(2-2\ln2)$ and $2\pi(2\ln2)$, so
\begin{equation}
\langle\delta U^2\rangle=4\pi Nz\left(\frac{e^2}{4\pi\varepsilon}\right)^2 .
\end{equation}
At the saddle the rms value is 5.7 meV. This is the shift of the energy at a fixed point, and rare nearby donors inflate it; the central part of the distribution has a spread of about 4 meV. Equal patches thus differ in barrier by a few meV, a small fraction of $kT$.

\emph{Quantum motion.} In the harmonic approximation, lateral confinement multiplies the classical current by $x/\sinh x$ for each lateral direction, with $x=\hbar\sqrt{\kappa/m}/2kT$; this is the ratio of the oscillator sum to its classical value. Tunnelling multiplies it by $y/\sin y$, with $y=\hbar\sqrt{|U_{zz}|/m_z}/2kT$, the thermal average of the transmission of a parabolic barrier. The product is 0.990 for valleys along the normal and 1.005 for valleys in the plane, taking a (001) surface. Both products are close to one because $x$ and $y$ stay below 0.3 here, so that each single factor differs from one by less than 2\%.

\subsection{The real contact}

A barrier near 0.8 eV and a donor density of $10^{16}$ cm$^{-3}$ are realistic for a Schottky diode on n-type silicon. A deficit of 0.30 eV is more than a third of the barrier; it represents a strongly different local interface rather than a small fluctuation of a nominally uniform contact. Real devices also break the assumption of an isolated disc with a sharp edge: patches have irregular shapes and may lie close enough for their potentials to overlap. How far this moves the barrier depends on a geometry that is seldom known. Among the effects sized here, the image force matters most, since it reduces the barrier difference by about 21 meV. As a rule of design for isolated, roughly circular patches with $R\ll W$, the largest patch that stays pinched off has a radius of about $\Delta/F$, with $F$ taken at the largest reverse bias in use. This is the limit at which the inner barrier vanishes, so a patch of nearly that size still has a barrier close to $\Phi_0-\Delta$. To keep the barrier well above that of the patch, the radius must be clearly smaller, and Eq.~\eqref{eq:main} estimates by how much.

All numerical values are calculated from the stated model.
